**Numerical test of the electron cyclotron resonance field at 2.45 GHz**

The program evaluates $B_{\rm res}=mc\omega/e$, where $m$ and $e$ are the electron's mass and charge magnitude, $c$ is the speed of light and $\omega$ is the microwave angular frequency. It integrates the Lorentz force in SI units, searches for the field of greatest energy gain over ten periods, and asserts agreement with the Gaussian formula to one part in $10^5$; both give 87.523 mT. Further assertions cover linear growth of the speed on resonance, the bounded motion off resonance, the opposite rotation and linear polarization. With friction added, the program asserts the half-absorption point and the cold-plasma refractive index at a collision rate of $0.2\,\omega$. It also asserts the Doppler-shifted resonance for a given wave number, the relativistic factor $\gamma$ for a 100 keV orbit, and the speed gained in a field gradient to within 3 %. For the argon example the output shows a resonance zone 1.0 cm long that spans 3.0 mT, and an energy gain of about 3.1 eV per pass from rest. The estimated Doppler shift in the plasma is 1.9 mT, while the collisional width is 0.05 mT.

## Numerical verification

```python
"""
Electron cyclotron resonance (ECR) at 2.45 GHz.
Result under test: B_res = m c omega / e (Gaussian units), about 87.5 mT.
m, e: electron mass and positive elementary charge; c: speed of light;
omega = 2 pi f: microwave angular frequency; B: static field along z.
The formula is evaluated in cgs units. The tests integrate the Lorentz
force in SI units. A drive with rotation = +1 turns with the electron,
-1 turns against it, and 0 is linear polarization along x.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

m, e, c = sc.m_e, sc.e, sc.c
frequency = 2.45e9
omega = 2*np.pi*frequency
period = 1/frequency

# Resonance field from the Gaussian formula
m_cgs = m*1e3
c_cgs = c*1e2
e_cgs = e*c*10                     # coulomb to statcoulomb
B_gauss = m_cgs*c_cgs*omega/e_cgs
B_res = B_gauss*1e-4               # tesla

# Round parameters, roughly typical of an argon ECR processing source
E_field = 500.0                    # V/m, co-rotating amplitude
Te_eV = 4.0
density = 1e17                     # m^-3
pressure_mTorr = 1.0
gas_temperature = 300.0            # K
cross_section = 1e-19              # m^2
gradient = 0.3                     # T/m
acceleration = e*E_field/m


def final_velocity(B, t_end, t_start=0.0, rotation=1, nu=0.0,
                   slope=0.0, k=0.0, vz=0.0, rtol=1e-10):
    """Transverse velocity vx + i vy of an electron that starts at rest."""
    def rhs(t, v):
        phase = omega*t - k*vz*t
        ex = E_field*np.cos(phase)
        ey = rotation*E_field*np.sin(phase)
        b = B + slope*t
        return [-(e/m)*(ex + v[1]*b) - nu*v[0],
                -(e/m)*(ey - v[0]*b) - nu*v[1]]
    sol = solve_ivp(rhs, (t_start, t_end), [0.0, 0.0], method="DOP853",
                    rtol=rtol, atol=1e-4)
    assert sol.success
    return complex(sol.y[0, -1], sol.y[1, -1])


# Search for the field of greatest energy gain, without using the formula
t10 = 10*period
search = minimize_scalar(lambda B: -abs(final_velocity(B, t10))**2,
                         bounds=(0.080, 0.095), method="bounded",
                         options={"xatol": 1e-8})
B_search = search.x
assert abs(B_search/B_res - 1) < 1e-5
assert abs(B_res*1e3 - 87.5) < 0.05

# Growth on resonance, bounded motion off resonance
v10 = abs(final_velocity(B_res, t10))
assert abs(v10/(acceleration*t10) - 1) < 1e-6
v20 = abs(final_velocity(B_res, 2*t10))
assert abs(v20/v10 - 2) < 1e-5
detuning = 0.1*omega
v_limit = 2*acceleration/detuning
v_off_5 = abs(final_velocity(0.9*B_res, 5*period))
v_off_10 = abs(final_velocity(0.9*B_res, t10))
assert abs(v_off_5/v_limit - 1) < 1e-6
assert v_off_10 < 1e-5*v10
for n_periods in (3.25, 7.5, 10.25):
    v_wrong = abs(final_velocity(B_res, n_periods*period, rotation=-1))
    assert v_wrong <= acceleration/omega*(1 + 1e-6)
v_linear = abs(final_velocity(B_res, t10, rotation=0))
assert abs(v_linear/v10 - 0.5) < 1e-6

# Collisions: half absorption at a detuning nu, and the plasma index
nu_test = 0.2*omega
t_steady = 20*period               # whole periods: the drive points along x
w_center = final_velocity(B_res, t_steady, nu=nu_test)
w_half = final_velocity(1.2*B_res, t_steady, nu=nu_test)
assert abs(w_half.real/w_center.real - 0.5) < 1e-6
omega_p = np.sqrt(density*e**2/(sc.epsilon_0*m))
X = (omega_p/omega)**2
w_index = final_velocity(1.1*B_res, t_steady, nu=nu_test)
index2_motion = 1 - density*e*w_index/(1j*omega*sc.epsilon_0*E_field)
index2_formula = 1 - omega_p**2/(omega*(omega - 1.1*omega - 1j*nu_test))
assert abs(index2_motion/index2_formula - 1) < 1e-6

# Relativity: a 100 keV orbit closes in one microwave period at gamma*B_res
def orbit_error(B, kinetic_eV):
    gamma0 = 1 + kinetic_eV*e/(m*c**2)
    p0 = np.sqrt(gamma0**2 - 1)    # momentum in units of m c

    def rhs(t, p):
        gamma = np.sqrt(1 + p[0]**2 + p[1]**2)
        return [-e*B*p[1]/(gamma*m), e*B*p[0]/(gamma*m)]
    sol = solve_ivp(rhs, (0, period), [p0, 0.0], method="DOP853",
                    rtol=1e-11, atol=1e-13)
    return np.hypot(sol.y[0, -1] - p0, sol.y[1, -1])/p0


gamma_test = 1 + 1e5*e/(m*c**2)
assert orbit_error(gamma_test*B_res, 1e5) < 1e-7
assert orbit_error(B_res, 1e5) > 0.5

# Doppler shift: wave from the high-field side, electron moving against it
v_z = np.sqrt(Te_eV*e/m)
beta_z = v_z/c
b_doppler = brentq(lambda b: b**3 - beta_z**2*(b + X), 1e-6, 1.0)
index_doppler = np.sqrt(1 + X/b_doppler)
k_wave = index_doppler*omega/c
t50 = 50*period
v_shifted = abs(final_velocity(B_res*(1 + b_doppler), t50,
                               k=k_wave, vz=-v_z))
v_unshifted = abs(final_velocity(B_res, t50, k=k_wave, vz=-v_z))
assert abs(v_shifted/(acceleration*t50) - 1) < 1e-5
assert v_unshifted < 0.5*v_shifted

# One pass through the resonance in a field gradient
sweep = e*gradient*v_z/m           # d(omega_c)/dt seen by the electron
t_eff = np.sqrt(2*np.pi/sweep)
v_kick = acceleration*t_eff
t_edge = 30/np.sqrt(sweep)
v_pass = abs(final_velocity(B_res, t_edge, t_start=-t_edge,
                            slope=gradient*v_z, rtol=1e-8))
# The finite time window can change the kick by up to 2.7 percent.
assert abs(v_pass/v_kick - 1) < 0.03

# Sizes of the other neglected effects
gas_density = pressure_mTorr*1e-3*sc.torr/(sc.k*gas_temperature)
mean_speed = np.sqrt(8*Te_eV*e/(np.pi*m))
nu = gas_density*cross_section*mean_speed
rest_energy_eV = m*c**2/e
plasma_beta = density*Te_eV*e/(B_res**2/(2*sc.mu_0))
v_perp = np.sqrt(2*Te_eV*e/m)


def energy_eV(speed):
    return 0.5*m*speed**2/e


B_mT = B_res*1e3
print(f"microwave frequency: {frequency/1e9:.2f} GHz")
print(f"angular frequency: {omega:.5e} rad/s")
print(f"microwave period: {period*1e9:.4f} ns")
print(f"electron mass: {m_cgs:.5e} g")
print(f"speed of light: {c_cgs:.5e} cm/s")
print(f"elementary charge: {e_cgs:.5e} statC")
print(f"resonance field, formula: {B_gauss:.2f} G")
print(f"resonance field, formula: {B_mT:.3f} mT")
print(f"resonance field, search by integration: {B_search*1e3:.3f} mT")
print(f"field per frequency: {B_mT/(frequency/1e9):.3f} mT/GHz")
print(f"co-rotating electric field: {E_field/100:.1f} V/cm")
print(f"speed after 10 periods on resonance: {v10*100:.3e} cm/s")
print(f"energy after 10 periods on resonance: {energy_eV(v10):.3f} eV")
print(f"energy after 20 periods on resonance: {energy_eV(v20):.3f} eV")
print(f"same, linear field, 10 periods: {energy_eV(v_linear):.4f} eV")
print(f"largest energy, B 10% too low: {energy_eV(v_limit):.4f} eV")
print(f"electron temperature: {Te_eV:.1f} eV")
print(f"electron density: {density*1e-6:.1e} cm^-3")
print(f"argon pressure: {pressure_mTorr:.1f} mTorr")
print(f"gas temperature: {gas_temperature:.0f} K")
print(f"collision cross section: {cross_section*1e4:.1e} cm^2")
print(f"field gradient: {gradient*10:.1f} mT/cm")
print(f"rms speed along B: {v_z*100:.3e} cm/s")
print(f"gyroradius at rms transverse speed: {v_perp/omega*1e3:.4f} mm")
print(f"relativistic shift, 6 eV: {B_mT*1.5*Te_eV/rest_energy_eV:.5f} mT")
print(f"relativistic shift, 1 keV: {B_mT*1e3/rest_energy_eV:.3f} mT")
print(f"collision rate: {nu:.2e} 1/s")
print(f"collisional full width: {B_mT*2*nu/omega:.4f} mT")
print(f"(plasma/microwave frequency)^2: {X:.3f}")
print(f"Doppler shift with vacuum wavelength: {B_mT*beta_z:.3f} mT")
print(f"index at Doppler-shifted resonance: {index_doppler:.2f}")
print(f"Doppler shift with plasma index: {B_mT*b_doppler:.2f} mT")
print(f"effective time in resonance zone: {t_eff*1e9:.2f} ns")
print(f"length of resonance zone: {v_z*t_eff*100:.2f} cm")
print(f"field span of resonance zone: {gradient*v_z*t_eff*1e3:.2f} mT")
print(f"energy from one pass, formula: {energy_eV(v_kick):.2f} eV")
print(f"energy from one pass, integration: {energy_eV(v_pass):.2f} eV")
print(f"diamagnetic field change: {B_mT*plasma_beta/2:.5f} mT")
print(f"shift for 10 MHz magnetron drift: {B_mT*1e7/frequency:.3f} mT")
print(f"photon energy: {sc.hbar*omega/e*1e6:.2f} microeV")
print("all good")
```

Output:

```
microwave frequency: 2.45 GHz
angular frequency: 1.53938e+10 rad/s
microwave period: 0.4082 ns
electron mass: 9.10938e-28 g
speed of light: 2.99792e+10 cm/s
elementary charge: 4.80320e-10 statC
resonance field, formula: 875.23 G
resonance field, formula: 87.523 mT
resonance field, search by integration: 87.523 mT
field per frequency: 35.724 mT/GHz
co-rotating electric field: 5.0 V/cm
speed after 10 periods on resonance: 3.589e+07 cm/s
energy after 10 periods on resonance: 0.366 eV
energy after 20 periods on resonance: 1.465 eV
same, linear field, 10 periods: 0.0916 eV
largest energy, B 10% too low: 0.0371 eV
electron temperature: 4.0 eV
electron density: 1.0e+11 cm^-3
argon pressure: 1.0 mTorr
gas temperature: 300 K
collision cross section: 1.0e-15 cm^2
field gradient: 3.0 mT/cm
rms speed along B: 8.388e+07 cm/s
gyroradius at rms transverse speed: 0.0771 mm
relativistic shift, 6 eV: 0.00103 mT
relativistic shift, 1 keV: 0.171 mT
collision rate: 4.31e+06 1/s
collisional full width: 0.0490 mT
(plasma/microwave frequency)^2: 1.343
Doppler shift with vacuum wavelength: 0.245 mT
index at Doppler-shifted resonance: 7.87
Doppler shift with plasma index: 1.93 mT
effective time in resonance zone: 11.92 ns
length of resonance zone: 1.00 cm
field span of resonance zone: 3.00 mT
energy from one pass, formula: 3.12 eV
energy from one pass, integration: 3.13 eV
diamagnetic field change: 0.00092 mT
shift for 10 MHz magnetron drift: 0.357 mT
photon energy: 10.13 microeV
all good
```
